# Quasi-Landau level spacing near threshold in a planar hydrogen model, part 1

(Sections cited here and not found follow in the second part.)

A calculation of the photoabsorption of hydrogen in a field of 5 T, near the ionization limit, has to fix three things before it starts: the radius of the box, the length of the time propagation, and the period of the structure that the energy grid must resolve. One candidate for the period is the cyclotron quantum $\hbar\omega_c$, 4.67 cm$^{-1}$ at this field, because the electron spends most of its time thousands of bohr from the nucleus. The candidate derived in these notes is $\tfrac32\hbar\omega_c$, 7.00 cm$^{-1}$, the spacing of the quasi-Landau resonances named after Garton and Tomkins. With the second value the first return of the electron to the nucleus comes after two thirds of a cyclotron period. It also matters over how wide an energy window the factor $3/2$ can be treated as constant, and of what exactly it is the spacing.

## 1. The Hamiltonian and the plane

Hartree atomic units are used. The nucleus has unit charge and infinite mass, and the electron has charge $-1$. The field $B$ points along $z$ and is measured by $\gamma=B/B_0$, with $B_0$ the atomic unit of flux density, so that $\omega_c=\gamma$. Spin adds a constant to the energy and is dropped. In the symmetric gauge $\mathbf A=\tfrac{\gamma}{2}(-Y,X,0)$, with Cartesian coordinates $X,Y,z$ and $\rho^2=X^2+Y^2$,

$$H=\tfrac12(\mathbf p+\mathbf A)^2-\frac1r .$$

Since $\nabla\cdot\mathbf A=0$, $\mathbf p$ and $\mathbf A$ commute in the cross term, which is $\mathbf A\cdot\mathbf p=\tfrac{\gamma}{2}(Xp_Y-Yp_X)=\tfrac{\gamma}{2}L_z$. The square is $\tfrac12A^2=\gamma^2\rho^2/8$. Hence

$$H=\tfrac12p^2-\frac1r+\frac{\gamma}{2}L_z+\frac{\gamma^2\rho^2}{8}.$$

$L_z=m$ is conserved, and I write $E'=E-m\gamma/2$. The zero of $E$ is the field-free threshold.

Classically $\dot z=p_z$ and $\dot p_z=-z/r^3$, so an orbit with $z=p_z=0$ stays in the plane. There $r=\rho$, $p^2=p_\rho^2+m^2/\rho^2$, $\dot\rho=p_\rho$, and

$$p_\rho^2=2E'+\frac{2}{\rho}-\frac{\gamma^2\rho^2}{4}-\frac{m^2}{\rho^2}. \tag{1}$$

Quantum mechanically $1/\sqrt{\rho^2+z^2}$ does not separate into a $\rho$ part and a $z$ part. Sections 2 to 8 therefore quantize a model, the two-dimensional Hamiltonian obtained by setting $z=0$. Section 9 asks what this model says about the atom.

## 2. The WKB rule in the plane

With $\psi=R(\rho)e^{im\varphi}$ the planar Schrödinger equation is

$$\frac1\rho\frac{d}{d\rho}\Big(\rho\frac{dR}{d\rho}\Big)+p_\rho^2R=0, \tag{2}$$

with $p_\rho^2$ from (1). Put $\rho=e^{q}$ (the Langer map). Then $\rho\,d/d\rho=d/dq$, the first term of (2) is $\rho^{-2}\,d^2R/dq^2$, and

$$\frac{d^2R}{dq^2}+k^2R=0,\qquad k^2=\rho^2p_\rho^2 .$$

This is a one-dimensional problem on the whole line without singular coefficients. For $m\ne0$, $k^2\to-m^2$ as $q\to-\infty$, and there are two simple turning points $a<b$ in $\rho$. Let $\Phi=\int k\,dq=\int_a^\rho p_\rho\,d\rho$ and let $\Phi_0$ be its value at $b$. The solution that decays beyond a simple turning point is locally an Airy function, whose oscillating form is $k^{-1/2}\cos(\text{phase from that point}-\pi/4)$. From the inner point this is $\cos(\Phi-\pi/4)$, and from the outer point $\cos(\Phi_0-\Phi-\pi/4)=\cos(\Phi-\Phi_0+\pi/4)$. The two are proportional when their arguments differ by a multiple of $\pi$, that is $\Phi_0-\pi/2=n\pi$:

$$\int_a^b p_\rho\,d\rho=(n+\tfrac12)\pi,\qquad n=0,1,2,\dots \tag{3}$$

For $m=0$ there is no inner turning point and the inner phase has to be found otherwise. Near the nucleus only $2/\rho-m^2/\rho^2$ matters in (1), and (2) reads $(\rho\,\partial_\rho)^2R+(2\rho-m^2)R=0$. With $\zeta=\sqrt{8\rho}$ one has $\rho\,\partial_\rho=\tfrac12\zeta\,\partial_\zeta$ and $2\rho=\zeta^2/4$. Multiplying by 4 gives $(\zeta\partial_\zeta)^2R+(\zeta^2-4m^2)R=0$, Bessel's equation, with regular solution $J_{2|m|}(\zeta)\sim\cos(\zeta-|m|\pi-\pi/4)$ at large $\zeta$. The WKB phase in the same region follows from $s=\sqrt{2\rho-m^2}$, $d\rho=s\,ds$, $\rho=(s^2+m^2)/2$:

$$\Phi=\int_0^{s}\frac{2s'^2}{s'^2+m^2}\,ds'=2s-2|m|\arctan\frac{s}{|m|}\;\to\;\zeta-|m|\pi .$$

So $J_{2|m|}\sim\cos(\Phi-\pi/4)$ for every $m$, including $m=0$, where $a=0$ and $\Phi=\zeta$. Rule (3) holds with $m=0$ provided a region exists where $\zeta\gg1$ and the neglected terms are still small, $1\ll\rho\ll b$.

Differentiating (3) with respect to $E$ gives the spacing. The limits contribute nothing, because $p_\rho$ vanishes at a turning point and the limit $a=0$ is fixed for $m=0$. From (1), $\partial p_\rho/\partial E=1/p_\rho$, and $d\rho/p_\rho=dt$. With $T$ the period of the radial motion,

$$\pi\frac{dn}{dE}=\int_a^b\frac{d\rho}{p_\rho}=\frac T2,\qquad \frac{dE}{dn}=\frac{2\pi}{T}. \tag{4}$$

An energy-independent change of the inner phase moves the levels but drops out of (4).

## 3. One force at a time

Both limits need one integral. With $W=\sqrt{(\rho-a)(b-\rho)}$, the substitution $\rho=\tfrac{a+b}2-\tfrac{b-a}2\cos\theta$ gives $d\rho/W=d\theta$, $0\le\theta\le\pi$, so $\int d\rho/W=\pi$ and $\int\rho\,d\rho/W=\pi(a+b)/2$. The substitution $\rho=1/\eta'$ turns $W^2$ into $ab\,(1/a-\eta')(\eta'-1/b)/\eta'^2$ and $d\rho/\rho$ into $-d\eta'/\eta'$, so $\int d\rho/(\rho W)=\pi/\sqrt{ab}$. Writing $W/\rho=[-\rho+(a+b)-ab/\rho]/W$,

$$\int_a^b\frac{W}{\rho}\,d\rho=\pi\Big[\frac{a+b}{2}-\sqrt{ab}\Big]. \tag{5}$$

No field. With $k_0=\sqrt{-2E}$, $\rho^2p_\rho^2=-k_0^2\rho^2+2\rho-m^2=k_0^2W^2$, where $a+b=2/k_0^2$ and $ab=m^2/k_0^2$. Equation (5) gives the action $\pi(1/k_0-|m|)$, and (3) gives

$$E=-\frac{1}{2(n+|m|+\frac12)^2},\qquad\frac{dE}{dn}=(-2E)^{3/2}.$$

The spacing vanishes at threshold, where the Kepler period diverges.

No nucleus. For $m=0$ the inner argument of section 2 used the term $2/\rho$. Without it the equation at small $\rho$ is $(\rho\,\partial_\rho)^2R+2E'\rho^2R=0$, with regular solution $J_0(\sqrt{2E'}\rho)\sim\cos(\Phi-\pi/4)$ and $\Phi=\sqrt{2E'}\rho$, so (3) again holds. With $\vartheta=\rho^2$, $d\rho/\rho=d\vartheta/(2\vartheta)$ and $\rho^2p_\rho^2=\tfrac{\gamma^2}{4}(\vartheta-a)(b-\vartheta)$, where now $a+b=8E'/\gamma^2$ and $ab=4m^2/\gamma^2$. The action is $\tfrac12\cdot\tfrac\gamma2\cdot\pi(4E'/\gamma^2-2|m|/\gamma)=\pi(E'/\gamma-|m|/2)$, so

$$E'=\gamma\Big(n+\frac{|m|+1}{2}\Big),\qquad\frac{dE}{dn}=\gamma .$$

Test: the diagonalization of (2) described in section 8 reproduces the Coulomb formula for $n=5$ to 40 to a relative $10^{-8}$ and the Landau formula for $n=0$ to 19 to a relative $10^{-7}$, for $m=0$ and 1. The $m^2$ and the $\tfrac12$ in (3) are thereby confirmed on both limits.

## 4. Both forces, $E'=0$ and $m=0$

Now $p_\rho^2=2/\rho-\gamma^2\rho^2/4$, which vanishes at $\rho_0=2\gamma^{-2/3}$. Multiplying numerator and denominator of $1/p_\rho$ by $\sqrt\rho$,

$$\frac T2=\int_0^{\rho_0}\frac{\sqrt\rho\;d\rho}{\sqrt{2-\gamma^2\rho^3/4}} .$$

Set $\chi=\rho^{3/2}$, so that $\sqrt\rho\,d\rho=\tfrac23d\chi$ and $\rho^3=\chi^2$. The upper limit is $\chi_0=\sqrt8/\gamma$, the root is $\tfrac\gamma2\sqrt{\chi_0^2-\chi^2}$, and

$$\frac T2=\frac23\cdot\frac2\gamma\int_0^{\chi_0}\frac{d\chi}{\sqrt{\chi_0^2-\chi^2}}=\frac23\cdot\frac2\gamma\cdot\frac\pi2=\frac{2\pi}{3\gamma}.$$

Then (4) gives

$$T=\frac{4\pi}{3\gamma},\qquad\frac{dE}{dn}=\frac32\,\gamma=\frac32\,\hbar\omega_c. \tag{6}$$

The origin of the factor is visible in the equation of motion. From $\dot\chi=\tfrac32\sqrt\rho\,\dot\rho$ one gets $\dot\chi^2=\tfrac94(2-\gamma^2\chi^2/4)$, so $\chi$ oscillates harmonically with frequency $\tfrac32\cdot\tfrac\gamma2$. Without the nucleus and with $m=0$ it is $\rho$ itself that obeys $\dot\rho^2=2E'-\gamma^2\rho^2/4$, with frequency $\gamma/2$. In both cases the variable is non-negative, the radial period is half the harmonic period, and the radial frequency is twice the harmonic one: $\gamma$ for the Landau case and $\tfrac32\gamma$ here. The $3/2$ is the exponent in $\rho^{3/2}$, which is half the difference of the powers $+2$ and $-1$ of the two potentials. A nuclear charge $Z$ would replace the 2 under the root by $2Z$ and change only the amplitude $\chi_0$, so (6) does not depend on $Z$.

Test by Newton's equations. The velocity is $\mathbf v=\mathbf p+\mathbf A$ and the force $-\mathbf r/r^3-\mathbf v\times\mathbf B$, which in the plane gives $\ddot X=-X/\rho^3-\gamma\dot Y$ and $\ddot Y=-Y/\rho^3+\gamma\dot X$. The conserved quantity is $m=X\dot Y-Y\dot X-\gamma\rho^2/2$, so $\dot\varphi=m/\rho^2+\gamma/2$. For $\gamma=1$ the orbit starts at $X=2$ with velocity $(0,1)$, which has $m=0$ and $E=\tfrac12-\tfrac12=0$. The integrated fall time to the nucleus is 2.094395, equal to $2\pi/3$ within the asserted $2\times10^{-6}$.

## 5. Scaling, and which $n$ lies at threshold

Let $h=\gamma^{1/3}$, $\rho=x/h^2$, $E'=h^2\varepsilon$, $\mu=mh$, $t=\tau/\gamma$. The terms of (1) become $2h^2\varepsilon$, $2h^2/x$, $h^6x^2/(4h^4)=h^2x^2/4$ and $m^2h^4/x^2=h^2\mu^2/x^2$, so

$$p_\rho=h\,\frac{\sqrt P}{x},\qquad P=2\varepsilon x^2+2x-\frac{x^4}{4}-\mu^2 .$$

With $d\rho=dx/h^2$, rule (3) and equation (4) become

$$S(\varepsilon,\mu)=\int_a^b\frac{\sqrt P}{x}\,dx=(n+\tfrac12)\pi h,\qquad \frac\tau2=\frac{\partial S}{\partial\varepsilon}=\int_a^b\frac{x\,dx}{\sqrt P},\qquad\frac{dE}{dn}=\frac{\pi\gamma}{\tau/2}, \tag{7}$$

where $a,b$ are now the scaled turning points and $\tau$ the scaled radial period. The classical problem depends on $\varepsilon$ and $\mu$ only, and $h$ plays the part of Planck's constant. The condition $1\ll\rho\ll b$ of section 2 is $h\ll1$.

At $\varepsilon=\mu=0$ the outer point is $x=2$. With the Euler beta function $\mathrm B(\alpha,\beta)=\int_0^1\xi^{\alpha-1}(1-\xi)^{\beta-1}d\xi$ and $x=2\xi^{1/3}$, $dx=\tfrac23\xi^{-2/3}d\xi$, $x^{-1/2}=2^{-1/2}\xi^{-1/6}$,

$$S(0,0)=\sqrt2\int_0^2x^{-1/2}\Big(1-\frac{x^3}{8}\Big)^{1/2}dx=\frac23\int_0^1\xi^{-5/6}(1-\xi)^{1/2}d\xi=\frac23\mathrm B(\tfrac16,\tfrac32).$$

Its value is 3.642976, confirmed by direct quadrature, and threshold sits at

$$n+\tfrac12=\frac ch,\qquad c=\frac{S(0,0)}{\pi}=1.159595. \tag{8}$$

Small $h$ means large $n$, as a WKB argument requires.

A factorized form of $P$ serves both the quadrature and the arguments below. Write $P=(x-a)(b-x)Q$ with $Q=x^2/4+q_1x+q_0$ and $(x-a)(b-x)=-x^2+(a+b)x-ab$. The absent $x^3$ term gives $q_1=(a+b)/4$, and the $x$ term gives $(a+b)q_0-ab\,q_1=2$, so $q_0=(2+ab\,q_1)/(a+b)>0$. Thus $Q>0$ for $x\ge0$, the constant term gives $ab\,Q(0)=\mu^2$, and with the angle $\theta$ of section 3, $dx/\sqrt P=d\theta/\sqrt Q$. The half period $\int_0^\pi x\,d\theta/\sqrt Q$ has no singular integrand and varies smoothly with $\varepsilon$ and $\mu^2$ near the origin, because the simple roots $a,b$ do. The relation $\partial S/\partial\varepsilon=\tau/2$ is tested by finite differences at three points $(\varepsilon,\mu)$, and $\tau$ is tested against the Newton orbit at $(0.3,0.5)$ and $(0,-0.3)$.

## 6. Away from zero energy

For $\mu=0$, $P=x\,(2+2\varepsilon x-x^3/4)$ and $\tau/2=\int_0^{x_0}x^{1/2}dx/\sqrt{2+2\varepsilon x-x^3/4}$, with $x_0^3/4=2+2\varepsilon x_0$. Differentiating this integrand directly produces a divergent endpoint, so the endpoint is first fixed by $x=x_0y$. With $\delta=2\varepsilon x_0$, the expression under the root is $2+\delta y-(2+\delta)y^3$, and

$$\frac\tau2=x_0^{3/2}\int_0^1\frac{y^{1/2}\,dy}{\sqrt{2(1-y^3)+\delta\,(y-y^3)}} .$$

The ratio $(y-y^3)/(1-y^3)=y(1+y)/(1+y+y^2)$ is bounded on $[0,1]$, so the derivative in $\delta$ has the same integrable $(1-y)^{-1/2}$ singularity as the integrand and may be taken under the integral. Differentiating the equation for $x_0$ gives $\tfrac34x_0^2x_0'=2x_0+2\varepsilon x_0'$, so at $\varepsilon=0$, $x_0=2$: $x_0'=\tfrac43$ and $\delta'=2x_0=4$. The prefactor contributes $\tfrac32(x_0'/x_0)(\tau/2)=\tfrac32\cdot\tfrac23\cdot\tfrac{2\pi}3=\tfrac{2\pi}3$. The root contributes $2^{3/2}\cdot(-\tfrac12)\cdot4\cdot2^{-3/2}J=-2J$, with

$$J=\int_0^1\frac{y^{1/2}(y-y^3)}{(1-y^3)^{3/2}}dy=\frac13\int_0^1\xi^{-1/2}(1-\xi)^{-3/2}\,g(\xi)\,d\xi,\qquad g=\xi^{1/3}-\xi,$$

where $\xi=y^3$ and $y^{1/2}dy=\tfrac13\xi^{-1/2}d\xi$. The product rule gives

$$\frac{d}{d\xi}\big[\xi^{1/2}(1-\xi)^{-1/2}\big]=\tfrac12\xi^{-1/2}(1-\xi)^{-3/2}\big[(1-\xi)+\xi\big]=\tfrac12\xi^{-1/2}(1-\xi)^{-3/2}.$$

Integrate by parts. The boundary term $2g\,\xi^{1/2}(1-\xi)^{-1/2}$ vanishes at 0, and at 1 because $g$ vanishes like $1-\xi$. With $g'=\tfrac13\xi^{-2/3}-1$,

$$3J=-2\int_0^1\big(\tfrac13\xi^{-1/6}-\xi^{1/2}\big)(1-\xi)^{-1/2}d\xi=-\tfrac23\mathrm B(\tfrac56,\tfrac12)+2\mathrm B(\tfrac32,\tfrac12).$$

Since $\mathrm B(\tfrac32,\tfrac12)=\Gamma(\tfrac32)\Gamma(\tfrac12)/\Gamma(2)=\pi/2$, $-2J=\tfrac49\mathrm B(\tfrac56,\tfrac12)-\tfrac{2\pi}3$. The terms $2\pi/3$ cancel:

$$\frac{d(\tau/2)}{d\varepsilon}\Big|_0=\frac49\mathrm B(\tfrac56,\tfrac12)=0.995779,\qquad\kappa=\frac{0.995779}{2\pi/3}=\frac{2\,\mathrm B(\frac56,\frac12)}{3\pi}=0.475449 .$$

Inverting $\tau/2=\tfrac{2\pi}3(1+\kappa\varepsilon+\dots)$ in (7) gives $dE/dn=\tfrac32\gamma(1-\kappa\varepsilon+\dots)$. A finite difference of the quadrature gives the same $\kappa$ within the asserted $10^{-6}$.

The spacing falls as the energy rises, which is the sign needed to join the two limits of section 3. Quadrature of (7) at $\mu=0$ gives:

| $\varepsilon$ | $(dE/dn)/\gamma$ |
|---|---|
| $-1$ | 3.47615 |
| $-0.5$ | 2.11302 |
| $0$ | 1.50000 |
| $0.5$ | 1.27222 |
| $1$ | 1.17545 |
| $5$ | 1.03694 |
| $50$ | 1.00223 |

The limits are tested further out: at $\varepsilon=1000$ the spacing is $\gamma$ within a relative $2\times10^{-3}$, and at $\varepsilon=-20$ it is $(-2E)^{3/2}=(-2\varepsilon)^{3/2}\gamma$ within a relative $10^{-3}$. The value $3/2$ is a point on a smooth curve and no plateau. The linear form is local: at $\varepsilon=0.5$ it gives $1.5\,(1-0.4754\times0.5)=1.143$, about 10% below the quadrature value 1.272.

One step in $n$ changes $\varepsilon$ by about $\tfrac32\gamma/h^2=\tfrac32h$. Writing $dE/dn=\gamma\,d(\varepsilon)$, the second derivative is $d^2E/dn^2=\gamma d'\cdot(d\varepsilon/dn)=\gamma h\,d\,d'$. With $d=\tfrac32$ and $d'=-\tfrac32\kappa$, to leading order in $h$,

$$E_{n+1}-2E_n+E_{n-1}=-\tfrac94\kappa\,h\gamma=-1.06976\,h\gamma. \tag{9}$$

The word threshold needs the same care. In the planar model every state is bound by $\gamma^2\rho^2/8$. The real atom ionizes along $z$, leaving the transverse motion in a Landau level, and by section 3 the lowest one has $E'=\gamma(|m|+1)/2$, or $E=\gamma(|m|+m+1)/2$. In scaled terms this is $\varepsilon=h(|m|+1)/2$. Equation (6) is exact, as a WKB derivative, at $E'=0$ and $m=0$; at the true threshold of an $m=0$ series it is lowered by the relative amount $\kappa h/2$, which vanishes with the field.

In the planar model, the WKB level spacing is $\tfrac32\hbar\omega_c$ at $E'=0$ and $m=0$, a point on a smooth curve that falls as the energy rises. Still to come are nonzero $m$, a solution of the planar model without WKB, what the model says about the real atom, and the numbers at 5 T.
